# Classical minimum thermal conductivity of amorphous silica: test program

```python
"""Classical minimum thermal conductivity of an isotropic amorphous solid.

Result under test:
    kappa = (1/2) (pi/6)^(1/3) k_B n^(2/3) (v_l + 2 v_t)
n: atoms per volume; v_l, v_t: longitudinal and transverse sound speeds.
Model: omega = v q, n modes per volume on each of three branches,
lifetime pi/omega (half a period), heat capacity k_B per mode.
"""
import numpy as np
from scipy.constants import k as k_B, hbar
from scipy.integrate import quad

n = 6.6e28
speed_sum = 13400.0
split_a = np.array([6000.0, 3700.0, 3700.0])
split_b = np.array([5000.0, 4200.0, 4200.0])
assert split_a.sum() == speed_sum and split_b.sum() == speed_sum

# Derived formulas
q_D = (6 * np.pi**2 * n) ** (1 / 3)
spacing = n ** (-1 / 3)
l_min = (np.pi / 6) ** (1 / 3) * spacing
l_mean = 1.5 * l_min
prefactor = 0.5 * (np.pi / 6) ** (1 / 3)
kappa = prefactor * k_B * n ** (2 / 3) * speed_sum

# Explicit sum over the wavevectors of a periodic cubic box
atoms = 250000
volume = atoms / n
side = volume ** (1 / 3)
m_max = int(q_D * side / (2 * np.pi)) + 1
m = np.arange(-m_max, m_max + 1)
qx, qy, qz = np.meshgrid(m, m, m, indexing="ij")
unit = 2 * np.pi / side
q = unit * np.sqrt(qx**2 + qy**2 + qz**2)
inside = (q > 0) & (q <= q_D)
q_in = q[inside]
qx_in = unit * qx[inside]
modes_per_atom = q_in.size / atoms
kappa_box = 0.0
for v in split_a:
    velocity_x = v * qx_in / q_in
    lifetime = np.pi / (v * q_in)
    kappa_box += k_B * np.sum(velocity_x**2 * lifetime) / volume
l_mean_box = np.mean(np.pi / q_in)

# Tolerance: discrete surface of the sphere and the omitted q = 0 point
assert abs(modes_per_atom - 1) < 3e-3
assert abs(l_mean_box / l_mean - 1) < 3e-3
assert abs(kappa_box / kappa - 1) < 3e-3
assert abs(np.pi / q_D / l_min - 1) < 1e-12


def bose_energy(omega, T):
    return hbar * omega / np.expm1(hbar * omega / (k_B * T))


def model_kappa(speeds, cutoffs, T):
    """Frequency integral with the heat capacity from dU/dT."""
    total = 0.0
    dT = 1e-3 * T
    for v, w_c in zip(speeds, cutoffs):
        def integrand(u):
            w = u * w_c
            heat = (bose_energy(w, T + dT) - bose_energy(w, T - dT)) / (2 * dT)
            density = w**2 / (2 * np.pi**2 * v**3)
            free_path = v * np.pi / w
            return heat / k_B * density * v * free_path / 3 * w_c * k_B
        total += quad(integrand, 0, 1, epsabs=0, epsrel=1e-9)[0]
    return total


# Classical limit: only the sum of the speeds matters
T_hot = 30000.0
for speeds in (split_a, split_b):
    assert abs(model_kappa(speeds, speeds * q_D, T_hot) / kappa - 1) < 1e-4

# Leading quantum correction
T_test = 3000.0
X = hbar * split_a * q_D / (k_B * T_test)
deficit_formula = np.sum(split_a * X**2 / 24) / speed_sum
deficit = 1 - model_kappa(split_a, split_a * q_D, T_test) / kappa
assert abs(deficit / deficit_formula - 1) < 0.01

# One common cutoff frequency with 3n modes: the split then matters
common = []
for speeds in (split_a, split_b):
    w_common = (18 * np.pi**2 * n / np.sum(speeds**-3.0)) ** (1 / 3)
    common.append(model_kappa(speeds, np.full(3, w_common), T_hot))
assert abs(common[0] / common[1] - 1) > 0.05

# Quantum occupation at ordinary temperatures
theta = hbar * split_a * q_D / k_B
kappa_300 = model_kappa(split_a, split_a * q_D, 300.0)
kappa_1000 = model_kappa(split_a, split_a * q_D, 1000.0)
assert kappa_300 < kappa_1000 < kappa
assert round(kappa, 1) == 1.2

print(f"Atomic density n = {n:.2e} 1/m^3")
print(f"Speed sum v_l + 2 v_t = {speed_sum:.0f} m/s")
print(f"Boltzmann constant = {k_B:.6e} J/K")
print(f"n^(2/3) = {n**(2/3):.4e} 1/m^2")
print(f"Prefactor (1/2)(pi/6)^(1/3) = {prefactor:.4f}")
print(f"Cutoff wavenumber q_D = {q_D:.4e} 1/m")
print(f"Mean atomic spacing n^(-1/3) = {spacing*1e9:.4f} nm")
print(f"Shortest free path = {l_min*1e9:.4f} nm")
print(f"Mean free path averaged over modes = {l_mean*1e9:.4f} nm")
print(f"Classical minimum conductivity = {kappa:.4f} W/(m K)")
print(f"Box sum: atoms in box = {atoms}")
print(f"Box sum: modes per atom and branch = {modes_per_atom:.5f}")
print(f"Box sum: averaged free path = {l_mean_box*1e9:.4f} nm")
print(f"Box sum: conductivity = {kappa_box:.4f} W/(m K)")
print(f"Split A: v_l = {split_a[0]:.0f} m/s, v_t = {split_a[1]:.0f} m/s")
print(f"Split B: v_l = {split_b[0]:.0f} m/s, v_t = {split_b[1]:.0f} m/s")
print(f"Split A: longitudinal cutoff temperature = {theta[0]:.1f} K")
print(f"Split A: transverse cutoff temperature = {theta[1]:.1f} K")
print(f"Split A: model conductivity at 300 K = {kappa_300:.4f} W/(m K)")
print(f"Split A: ratio to classical at 300 K = {kappa_300/kappa:.4f}")
print(f"Split A: model conductivity at 1000 K = {kappa_1000:.4f} W/(m K)")
print(f"Split A: ratio to classical at 1000 K = {kappa_1000/kappa:.4f}")
print(f"Deficit at {T_test:.0f} K, integral = {deficit:.6f}")
print(f"Deficit at {T_test:.0f} K, leading term = {deficit_formula:.6f}")
print(f"Common cutoff frequency, split A = {common[0]:.4f} W/(m K)")
print(f"Common cutoff frequency, split B = {common[1]:.4f} W/(m K)")
print("verified")
```

Running it gives:

```
Atomic density n = 6.60e+28 1/m^3
Speed sum v_l + 2 v_t = 13400 m/s
Boltzmann constant = 1.380649e-23 J/K
n^(2/3) = 1.6332e+19 1/m^2
Prefactor (1/2)(pi/6)^(1/3) = 0.4030
Cutoff wavenumber q_D = 1.5752e+10 1/m
Mean atomic spacing n^(-1/3) = 0.2474 nm
Shortest free path = 0.1994 nm
Mean free path averaged over modes = 0.2992 nm
Classical minimum conductivity = 1.2176 W/(m K)
Box sum: atoms in box = 250000
Box sum: modes per atom and branch = 1.00009
Box sum: averaged free path = 0.2991 nm
Box sum: conductivity = 1.2174 W/(m K)
Split A: v_l = 6000 m/s, v_t = 3700 m/s
Split B: v_l = 5000 m/s, v_t = 4200 m/s
Split A: longitudinal cutoff temperature = 721.9 K
Split A: transverse cutoff temperature = 445.2 K
Split A: model conductivity at 300 K = 1.0503 W/(m K)
Split A: ratio to classical at 300 K = 0.8626
Split A: model conductivity at 1000 K = 1.2005 W/(m K)
Split A: ratio to classical at 1000 K = 0.9859
Deficit at 3000 K, integral = 0.001585
Deficit at 3000 K, leading term = 0.001587
Common cutoff frequency, split A = 1.0707 W/(m K)
Common cutoff frequency, split B = 1.1946 W/(m K)
verified
```
